# Signed Contrast of TM Fringes from Two Beams in Resist: a numerical check

```python
# Result under test: two equal coherent beams at transverse wave numbers
# +k0*NA and -k0*NA in a resist of real index n give |E|^2 fringes with
# signed TM contrast 1 - 2*(NA/n)^2 relative to the TE fringes.
# x: across the fringes, y: along them, z: into the resist.
# TE: E along y.  TM: E in the xz plane.  Time factor exp(-i*omega*t).
# Lengths inside the functions are in units of 1/k0 (k0 = 2*pi/wavelength).
# The substrate is index-matched: no upward wave in the resist.
import numpy as np
from scipy.optimize import brentq

WAVELENGTH_NM = 193.0
NA = 1.35
N_FLUID = 1.44
N_RESIST = 1.70
N_ABSORBING = 1.70 + 0.03j
POINTS = 64


def transmitted_fields(kx, n_resist):
    """Solve the interface conditions for one unit-amplitude beam."""
    kz_f = np.sqrt(N_FLUID**2 - kx**2)
    kz_r = np.sqrt(complex(n_resist**2 - kx**2))
    # TM: continuity of E_x and of n^2 * E_z
    inc = np.array([kz_f, -kx]) / N_FLUID
    ref = np.array([kz_f, kx]) / N_FLUID
    tra = np.array([kz_r, -kx]) / n_resist
    matrix = np.array([[ref[0], -tra[0]],
                       [N_FLUID**2 * ref[1], -n_resist**2 * tra[1]]])
    rhs = -np.array([inc[0], N_FLUID**2 * inc[1]])
    r_p, t_p = np.linalg.solve(matrix, rhs)
    # TE: continuity of E_y and of its z derivative
    matrix = np.array([[1.0, -1.0], [-kz_f, -kz_r]])
    r_s, t_s = np.linalg.solve(matrix, np.array([-1.0, -kz_f]))
    tm = np.array([t_p * tra[0], 0.0, t_p * tra[1]])
    te = np.array([0.0, t_s, 0.0])
    return te, tm, t_p


def fringe_grid(na):
    return np.arange(POINTS) * (np.pi / na) / POINTS


def images(na, n_resist, phase=0.0):
    """TE and TM |E|^2 just inside the resist over one fringe period."""
    x = fringe_grid(na)
    right = transmitted_fields(na, n_resist)
    left = transmitted_fields(-na, n_resist)
    result = []
    for pol in (0, 1):
        field = (np.outer(right[pol], np.exp(1j * (na * x + phase)))
                 + np.outer(left[pol], np.exp(-1j * na * x)))
        result.append(np.sum(np.abs(field)**2, axis=0))
    return result


def relative_contrast(image, te_image):
    """Signed modulation of image along the TE fringe, TE itself = 1."""
    a = image / image.mean() - 1.0
    b = te_image / te_image.mean() - 1.0
    return np.mean(a * b) / np.mean(b * b)


def h_y(x, z, na, n):
    """Magnetic field of the TM pair, times the vacuum impedance."""
    kz = np.sqrt(complex(n**2 - na**2))
    return (np.exp(1j * na * x) + np.exp(-1j * na * x)) * np.exp(1j * kz * z)


STEP = 1e-3


def e_from_curl(x, z, na, n):
    """E = i * curl(H) / n^2, with the curl by central differences."""
    dz = (h_y(x, z + STEP, na, n) - h_y(x, z - STEP, na, n)) / (2 * STEP)
    dx = (h_y(x + STEP, z, na, n) - h_y(x - STEP, z, na, n)) / (2 * STEP)
    return -1j * dz / n**2, 1j * dx / n**2


def energy_flux(x, z, na, n):
    ex, ez = e_from_curl(x, z, na, n)
    h_conj = np.conj(h_y(x, z, na, n))
    return 0.5 * np.real(-ez * h_conj), 0.5 * np.real(ex * h_conj)


def contrast_formula(na, n):
    return 1.0 - 2.0 * (na / n)**2


# Contrast from the solved vector fields, several apertures and phases
for na_test in (0.3, 0.8, 1.1, 1.25, 1.35):
    for phase_test in (0.0, 0.7, 2.5):
        te_t, tm_t = images(na_test, N_RESIST, phase_test)
        c_t = relative_contrast(tm_t, te_t)
        assert abs(c_t - contrast_formula(na_test, N_RESIST)) < 1e-10

te_image, tm_image = images(NA, N_RESIST)
c_tm = relative_contrast(tm_image, te_image)
c_te = (te_image.max() - te_image.min()) / (te_image.max() + te_image.min())
assert abs(c_te - 1.0) < 1e-10
assert abs(c_tm + 0.26) < 0.005
i_max, i_min = np.argmax(te_image), np.argmin(te_image)
assert np.argmax(tm_image) == i_min and np.argmin(tm_image) == i_max

# Both beams receive the same interface factor
t_right = transmitted_fields(NA, N_RESIST)[2]
t_left = transmitted_fields(-NA, N_RESIST)[2]
assert abs(t_right - t_left) < 1e-12

# Second road: E from the curl of H; the E_x and E_z parts separately
x = fringe_grid(NA)
ex, ez = e_from_curl(x, 0.0, NA, N_RESIST)
ix, iz = np.abs(ex)**2, np.abs(ez)**2
c_curl = relative_contrast(ix + iz, te_image)
assert abs(c_curl - contrast_formula(NA, N_RESIST)) < 1e-5
c_x = relative_contrast(ix, te_image)
c_z = relative_contrast(iz, te_image)
assert abs(c_x - 1.0) < 1e-5 and abs(c_z + 1.0) < 1e-5
weight_x = ix.mean() / (ix + iz).mean()
weight_z = iz.mean() / (ix + iz).mean()
theta = np.arcsin(NA / N_RESIST)
assert abs(weight_x - np.cos(theta)**2) < 1e-5

# Vertical energy flux is a different quantity from |E|^2
c_flux = relative_contrast(energy_flux(x, 0.0, NA, N_RESIST)[1], te_image)
assert abs(c_flux - 1.0) < 1e-5

# Reversal aperture by root search on the solved images
def solved_contrast(na):
    te_i, tm_i = images(na, N_RESIST)
    return relative_contrast(tm_i, te_i)


na_reversal = brentq(solved_contrast, 0.9, 1.4)
assert abs(na_reversal - N_RESIST / np.sqrt(2)) < 1e-8

# Absorbing resist: absorbed power from the divergence of the energy flux
sx_p = energy_flux(x + STEP, 0.0, NA, N_ABSORBING)[0]
sx_m = energy_flux(x - STEP, 0.0, NA, N_ABSORBING)[0]
sz_p = energy_flux(x, STEP, NA, N_ABSORBING)[1]
sz_m = energy_flux(x, -STEP, NA, N_ABSORBING)[1]
absorbed = -(sx_p - sx_m + sz_p - sz_m) / (2 * STEP)
ex_a, ez_a = e_from_curl(x, 0.0, NA, N_ABSORBING)
e2_a = np.abs(ex_a)**2 + np.abs(ez_a)**2
# tolerance covers the finite-difference truncation error
assert np.allclose(absorbed, 0.5 * np.imag(N_ABSORBING**2) * e2_a, rtol=1e-3)
c_absorbed = relative_contrast(absorbed, te_image)
kz2_abs = abs(N_ABSORBING**2 - NA**2)
c_abs_formula = (kz2_abs - NA**2) / (kz2_abs + NA**2)
te_a, tm_a = images(NA, N_ABSORBING)
assert abs(relative_contrast(tm_a, te_a) - c_abs_formula) < 1e-10
assert abs(c_absorbed - c_abs_formula) < 1e-3

period_nm = WAVELENGTH_NM / (2 * NA)
# the TE image must repeat after this length and not after half of it
k0 = 2 * np.pi / WAVELENGTH_NM


def te_at(x_nm):
    return abs(np.exp(1j * k0 * NA * x_nm) + np.exp(-1j * k0 * NA * x_nm))**2


assert abs(te_at(5.0 + period_nm) - te_at(5.0)) < 1e-10
assert abs(te_at(5.0 + period_nm / 2) - te_at(5.0)) > 1.0

print(f"Wavelength in vacuum: {WAVELENGTH_NM:.0f} nm")
print(f"NA of both beams: {NA:.2f} (dimensionless)")
print(f"Fluid index: {N_FLUID:.2f} (dimensionless)")
print(f"Resist index: {N_RESIST:.2f} (dimensionless)")
print(f"sin(theta) in resist: {NA / N_RESIST:.5f} (dimensionless)")
print(f"sin^2(theta) in resist: {(NA / N_RESIST)**2:.5f} (dimensionless)")
print(f"Angle theta in resist: {np.degrees(theta):.2f} degrees")
print(f"Angle between beams, 2 theta: {np.degrees(2 * theta):.2f} degrees")
print(f"Angle in fluid: {np.degrees(np.arcsin(NA / N_FLUID)):.2f} degrees")
print(f"Fringe period: {period_nm:.2f} nm")
print(f"TM interface factor, right beam: {t_right.real:.4f} (dimensionless)")
print(f"TM interface factor, left beam: {t_left.real:.4f} (dimensionless)")
print(f"Share of E_x in mean TM |E|^2: {weight_x:.4f} (dimensionless)")
print(f"Share of E_z in mean TM |E|^2: {weight_z:.4f} (dimensionless)")
print(f"Contrast of E_x part alone: {c_x:+.3f} (dimensionless)")
print(f"Contrast of E_z part alone: {c_z:+.3f} (dimensionless)")
print(f"TE contrast: {c_te:+.4f} (dimensionless)")
print(f"TM signed contrast, solved fields: {c_tm:+.4f} (dimensionless)")
print(f"TM signed contrast, curl of H: {c_curl:+.4f} (dimensionless)")
print(f"TM signed contrast, formula: {contrast_formula(NA, N_RESIST):+.4f}"
      " (dimensionless)")
tm_rel = tm_image / tm_image.mean()
print(f"TM |E|^2 / mean at TE maximum: {tm_rel[i_max]:.4f} (dimensionless)")
print(f"TM |E|^2 / mean at TE minimum: {tm_rel[i_min]:.4f} (dimensionless)")
print(f"NA at which TM contrast vanishes: {na_reversal:.4f} (dimensionless)")
print(f"TM contrast of vertical energy flux: {c_flux:+.3f} (dimensionless)")
print(f"Absorbing resist index: {N_ABSORBING.real:.2f}"
      f" + {N_ABSORBING.imag:.2f}i (dimensionless)")
print(f"TM contrast, absorbing, formula: {c_abs_formula:+.4f} (dimensionless)")
print(f"TM contrast, absorbing, from -div S: {c_absorbed:+.4f}"
      " (dimensionless)")
print("ALL CHECKS PASSED")
```

Printed output:

```
Wavelength in vacuum: 193 nm
NA of both beams: 1.35 (dimensionless)
Fluid index: 1.44 (dimensionless)
Resist index: 1.70 (dimensionless)
sin(theta) in resist: 0.79412 (dimensionless)
sin^2(theta) in resist: 0.63062 (dimensionless)
Angle theta in resist: 52.57 degrees
Angle between beams, 2 theta: 105.14 degrees
Angle in fluid: 69.64 degrees
Fringe period: 71.48 nm
TM interface factor, right beam: 0.6833 (dimensionless)
TM interface factor, left beam: 0.6833 (dimensionless)
Share of E_x in mean TM |E|^2: 0.3694 (dimensionless)
Share of E_z in mean TM |E|^2: 0.6306 (dimensionless)
Contrast of E_x part alone: +1.000 (dimensionless)
Contrast of E_z part alone: -1.000 (dimensionless)
TE contrast: +1.0000 (dimensionless)
TM signed contrast, solved fields: -0.2612 (dimensionless)
TM signed contrast, curl of H: -0.2612 (dimensionless)
TM signed contrast, formula: -0.2612 (dimensionless)
TM |E|^2 / mean at TE maximum: 0.7388 (dimensionless)
TM |E|^2 / mean at TE minimum: 1.2612 (dimensionless)
NA at which TM contrast vanishes: 1.2021 (dimensionless)
TM contrast of vertical energy flux: +1.000 (dimensionless)
Absorbing resist index: 1.70 + 0.03i (dimensionless)
TM contrast, absorbing, formula: -0.2595 (dimensionless)
TM contrast, absorbing, from -div S: -0.2595 (dimensionless)
ALL CHECKS PASSED
```
